Smoothed conductance steps of a saddle-shaped filament neck

## First half: the step from stationary waves

### A uniform neck

Take a thin conducting filament that joins two wide metal contacts, and suppose first that its neck has the same cross-section over a long length L. The potential then depends on the transverse coordinates y and z but not on x, the direction of the current. An electron state is a transverse mode, labelled n, times a plane wave exp(ikx), with energy

E = E_n + ħ²k²/2m.

Here m is the effective mass and E_n is the energy at which the mode opens. An electron that enters mode n with E > E_n meets nothing that could turn it back. If E < E_n, the wavenumber is imaginary, and in a long neck the wave dies out before it reaches the other end.

Now apply a small voltage U, so that the left contact fills states up to E_F + eU and the right contact up to E_F. Here e is the positive elementary charge, and current is counted as positive when electrons flow to the right. Below E_F, right-moving and left-moving states are both full and their currents cancel. Between E_F and E_F + eU, only the right-moving states are filled. With periodic counting on the length L, allowed wavenumbers are 2π/L apart, each state carries the current ev/L, and spin doubles the number of states. For one open mode and large L,

I = 2 Σ_k ev/L = 2e ∫ v dk/2π.

Since dE = ħv dk, we have v dk = dE/ħ, and the velocity drops out:

I = (2e/2πħ) ∫ dE = (2e/h) eU.

Fast electrons carry more current each, but their states are spread more thinly in energy, and the two effects cancel. The conductance of one open mode is therefore

G₀ = 2e²/h.

As the Fermi energy passes E_n, the conductance of this long uniform neck jumps by G₀. A real neck is short and widens towards both ends. The jump then becomes a smooth rise, because electrons can tunnel when E is below E_n and can be reflected when E is above it.

### Current when part of the wave is reflected

Let T_n(E) be the probability that an electron arriving in mode n gets through, and assume that the neck does not change the mode. This will be shown for the saddle below. Electrons are treated as independent, coherent through the neck, and absorbed without reflection by the wide contacts. The counting above gives an incident current (2e/h)f_L dE from the left in each mode, where f_L is the occupation in the left contact. The fraction T_n of it is transmitted. The opposite current is (2e/h)f_R T_n dE, with the same T_n if the neck is mirror-symmetric in x. The difference is

I = (2e/h) Σ_n ∫ T_n(E) [f_L(E) − f_R(E)] dE.

For small U at zero temperature, f_L − f_R equals one in a window of width eU at E_F and vanishes elsewhere. Hence

G = G₀ Σ_n T_n(E_F).

What remains is to find T_n for a neck that is not uniform.

### The saddle and its modes

Near its narrowest point, let the potential energy be

V = V₀ − ½mω_x²x² + ½mω_y²y² + ½mω_z²z².

The potential falls along the current and rises across it, which is a saddle. This is an expansion to second order about a stationary point, with axes along the principal directions. It is a good model if the transmission is decided close to that point. Farther out, the real potential must flatten and join the contacts.

The Hamiltonian is a sum of three parts, each acting on one coordinate. The y and z parts are ordinary oscillators with energies ħω_y(n_y + ½) and ħω_z(n_z + ½). A product of two oscillator functions and a function X(x) solves the Schrödinger equation if

−(ħ²/2m) X″ − ½mω_x²x² X = (E − E_n) X,

E_n = V₀ + ħω_y(n_y + ½) + ħω_z(n_z + ½).

The transverse functions do not depend on x, so an electron stays in the mode in which it arrived. Modes do not mix in this potential.

Measure length in units of ℓ = √(ħ/mω_x) and write x = ℓξ. Then ħ²/(mℓ²) = ħω_x and mω_x²ℓ² = ħω_x. Every term contains ħω_x, and division by −ħω_x/2 gives

ψ″ + (ξ² + 2ε)ψ = 0,  ε = (E − E_n)/ħω_x.

Here ψ(ξ) stands for X, and a prime means d/dξ. The transmission can depend on ε alone. The only energy that can set the width of a step is thus ħω_x, the curvature energy along the current. The transverse energies fix where the steps lie.

### A solution with one outgoing wave on the right

The potential −ξ²/2 accelerates the electron away from the top, so far waves have a phase close to ±ξ²/2. This suggests ψ = e^{iξ²/2}F(ξ). Differentiating twice,

ψ″ = e^{iξ²/2}(F″ + 2iξF′ + iF − ξ²F),

and the terms in ξ² cancel in the wave equation:

F″ + 2iξF′ + (i + 2ε)F = 0.

The coefficients are at most linear in ξ, so an integral over exponentials in ξ can work. Take

F(ξ) = ∫₀^∞ s^a exp(is²/2 + i√2 ξs) ds,  a = −½ − iε.

The path starts at s = 0 and runs to infinity in the direction e^{iπ/4}. There is²/2 = −|s|²/2, so the integral converges for every real ξ. At s = 0 the integrand grows only as |s|^{−1/2}, which is integrable.

To verify the solution, note that F″ brings down (i√2 s)² = −2s², while 2iξF′ brings down 2iξ·i√2 s = −2√2 ξs. Together they give −2s(s + √2ξ). The derivative of the exponential with respect to s is i(s + √2ξ) times the exponential, so

F″ + 2iξF′ = 2i ∫ s^{a+1} (d/ds) exp(is²/2 + i√2 ξs) ds.

Integrate by parts. The boundary term vanishes at infinity because the exponential does, and at s = 0 because the real part of a + 1 is ½. What remains is −2i(a + 1)F = −2i(½ − iε)F = −(i + 2ε)F, which cancels the last term of the equation for F.

### The wave far to the right

Let ξ → +∞ and put q = √2|ξ|. Turn the path to the positive imaginary axis, s = iy. During the turn, both exponential factors stay bounded and e^{iqs} decays, so the integral does not change. On the new path,

F = i^{a+1} ∫₀^∞ y^a e^{−qy} e^{−iy²/2} dy.

The factor e^{−qy} confines y to about 1/q, where e^{−iy²/2} differs from one by a term of order 1/q². The remaining integral is the gamma function Γ(a + 1) times q^{−(a+1)}. With i = e^{iπ/2}, i^{½−iε} = e^{iπ/4}e^{πε/2}. Thus

ψ → C q^{−½+iε} e^{iξ²/2},  C = e^{iπ/4} e^{πε/2} Γ(½ − iε).

For ξ > 0 the phase increases with ξ. This is a wave moving right, away from the neck, and there is no other wave on this side.

### The waves far to the left

Let ξ → −∞. The exponent is now i(s²/2 − qs), whose derivative vanishes at s = q. Choose a path of two straight pieces: from 0 down the imaginary axis to −iq, then along the line s = q + ve^{iπ/4}. The pieces meet, because v = −√2 q gives s = q − q − iq = −iq. The path stays to the right of the branch cut of s^a, which is laid along the negative real axis.

On the first piece s = −iy, and the exponential is e^{−qy}e^{−iy²/2}. The same estimate as before gives (−i)^{a+1}Γ(a + 1)q^{−(a+1)}, where

(−i)^{½−iε} = e^{−iπ/4} e^{−πε/2}.

On the second piece, completing the square gives

i(s²/2 − qs) = i(s − q)²/2 − iq²/2 = −v²/2 − iξ².

Only v of order one matters. There s^a is close to q^a, and the Gaussian integral gives √(2π). Including ds = e^{iπ/4}dv and the prefactor e^{iξ²/2}, the full result is

ψ → B q^{−½+iε} e^{iξ²/2} + A q^{−½−iε} e^{−iξ²/2},

B = e^{−iπ/4} e^{−πε/2} Γ(½ − iε),  A = √(2π) e^{iπ/4}.

For ξ < 0, the phase ξ²/2 decreases as ξ increases, so B belongs to a wave moving left, the reflected one. A belongs to the incident wave.

### Transmission

The current is proportional to j = Im(ψ*ψ′). It does not depend on ξ, because j′ = Im(ψ*ψ″) = −(ξ² + 2ε) Im|ψ|² = 0. For a single far wave, |ψ|² falls as 1/q while the local wavenumber grows as |ξ| = q/√2, so j tends to a constant, ±1/√2 times the squared amplitude. On the left, the two waves without their amplitudes are complex conjugates of each other. Their cross terms in ψ*ψ′ add up to a real number and drop out of j. Equal currents on both sides mean

|A|² − |B|² = |C|².

With T = |C/A|² and R = |B/A|², this is R + T = 1. The gamma function has the same modulus in B and C, so

R/T = |B/C|² = e^{−2πε}.

Inserting R = Te^{−2πε} into R + T = 1 gives

T_n = 1/(1 + exp[−2π(E − E_n)/ħω_x]).

Numerical integration of the wave equation from ξ = 15 to ξ = −15, at ε = −0.6, −0.2, 0, 0.3 and 0.7, agrees with this formula to within 5×10⁻⁶ in T.

### What the step looks like

At E = E_n, half of the electrons get through. T = 0.9 requires e^{−2πε} = 1/9, and T = 0.1 requires e^{−2πε} = 9. The rise from 10 to 90 % therefore takes the energy

(2 ln 9/2π) ħω_x = 0.699 ħω_x.

A long, flat barrier has small ω_x, and the sharp step of the uniform neck returns. For E = E_n − Φ with Φ well above ħω_x/2π, the transmission becomes exp(−2πΦ/ħω_x), which is ordinary tunnelling through the parabola.

Each single mode contributes one step of height G₀. In a round filament, ω_y = ω_z = ω_⊥, and all pairs with n_y + n_z = N open together at

E_N = V₀ + (N + 1)ħω_⊥.

There are N + 1 such pairs, so successive steps have heights G₀, 2G₀ and 3G₀. A step of G₀ each time requires a cross-section that separates the modes.

The steps must also be far enough apart to leave a plateau. Let r = ω_⊥/ω_x. Midway between the first two steps, the first mode transmits 1 − t and each of the next two transmits t, where t = 1/(1 + e^{πr}). If higher modes are neglected, G = G₀(1 + t). The slope there is 12t(1 − t) times the greatest slope of a single-mode step. For r = 1 this is about one half, and there is no plateau. For r = 2 it is about 0.02, and the plateau is flat.

## Second half: the same step from moving packets

The symbols carried over are these. The saddle has frequency ω_x along the current and, in a round filament, ω_⊥ across it. Mode n opens at E_n, and ε = (E − E_n)/ħω_x. Lengths ξ are in units of √(ħ/mω_x). The conductance is G₀ΣT_n(E_F) with G₀ = 2e²/h. The first half found T_n = 1/(1 + e^{−2πε}) from stationary waves. The derivation below uses none of those waves.

### Two combinations that grow and shrink

In units of ħω_x, the motion along x in one mode has the Hamiltonian

h = ½(p² − ξ²),  p = −i d/dξ,  [ξ, p] = i.

Its zero is the top of the barrier. Define

u = (p + ξ)/√2,  w = (p − ξ)/√2.

Their commutator is [u, w] = ½([p, −ξ] + [ξ, p]) = ½(i + i) = i. In the sum uw + wu the mixed products cancel and p² − ξ² remains, so

h = ½(uw + wu).

Let τ = ω_x × time. The Heisenberg equation for u is du/dτ = i[h, u]. Since [w, u] = −i, we have [h, u] = −iu, and therefore du/dτ = u. In the same way [h, w] = iw and dw/dτ = −w. The position ξ = (u − w)/√2 thus moves as

ξ(τ) = (e^τ u − e^{−τ} w)/√2.

At late times the first term dominates, and the electron is on the right if u > 0. At early times the second dominates, and the electron came from the left if w > 0. Transmission from the left is therefore the probability of finding u > 0 in a state that contains only w > 0.

Because u and w do not commute, the late-time statement needs an argument. Multiply the position by √2e^{−τ}, which does not change its sign. The result is u − δw with δ = e^{−2τ}. The probability distribution of this quantity is fixed by the mean values of

exp[iλ(u − δw)] = exp(iλu) exp(−iλδw) exp(−iλ²δ/2)

for all real λ. The last factor comes from the commutator [iλu, −iλδw] = iλ²δ, which is a number. As δ → 0, the right side tends to exp(iλu), so the distribution tends to that of u. The same argument with u and w exchanged holds for early times.

### Energy states in the two variables

Describe the state by a function χ(w). Then w multiplies and u acts as i d/dw, which gives the correct commutator. The Hamiltonian becomes h = i(w d/dw + ½), and hχ = εχ reads

w dχ/dw = (−½ − iε)χ.

On w > 0 the solution is w^{−½−iε}. A packet that came from the left vanishes for w < 0, and for w > 0 it is

χ(w) = (2π)^{−½} ∫ g(ε) w^{−½−iε} dε,

where g is a smooth function that vanishes outside a finite range of ε. With w = e^σ, the function √w χ is the Fourier transform of g, and dw = w dσ. Hence ∫|χ|²dw = ∫|g|²dε, and |g|² is the probability density in energy.

To pass to the variable u, we need its eigenfunctions. The equation i df/dw = uf gives f = e^{−iuw}, so the state as a function of u is

φ(u) = (2π)^{−½} ∫₀^∞ e^{iuw} χ(w) dw.

Each energy component w^{−½−iε} turns into

K(u) = (2π)^{−½} ∫₀^∞ w^{−½−iε} e^{iuw} dw.

This integral converges, and K is analytic, for every complex u with positive imaginary part, because w is never negative. Replacing w by w/λ with λ > 0 shows that

K(λu) = λ^{−½+iε} K(u).

Differentiating with respect to λ at λ = 1 gives u dK/du = (−½ + iε)K. Throughout the upper half-plane, therefore,

K(u) = c(ε) u^{−½+iε},

with a single constant c. On the positive real axis this is c u^{−½+iε}. The negative axis is reached through the upper half-plane, where u = |u|e^{iπ}, so there

K = c e^{iπ(−½+iε)} |u|^{−½+iε} = −i e^{−πε} c |u|^{−½+iε}.

The amplitudes for the two outcomes differ in modulus by the factor e^{−πε}. No integral had to be evaluated to find it.

### Probability

For u > 0 the packet is φ(u) = (2π)^{−½}∫ g c u^{−½+iε}dε, which has the same form as χ. The probability of u > 0 is therefore ∫|g|²|c|²dε. For u < 0 it is ∫|g|²|c|²e^{−2πε}dε. The change from χ to φ is a Fourier transform and preserves the total probability, so

∫ |g|² [ |c|² (1 + e^{−2πε}) − 1 ] dε = 0.

This holds for every packet g, so the bracket vanishes at every energy, and

T = |c|² = 1/(1 + e^{−2πε}).

The result has a simple reading. In classical mechanics h = uw is conserved. An electron from the left has w > 0, so it passes if ε > 0 and turns back if ε < 0. In quantum mechanics u and w cannot both be sharp, and a state confined to w > 0 with a sharp energy has a part on each side of u = 0.

### What each derivation assumes

Both derivations take the saddle to be quadratic at all distances, and both use its separation into modes. Both describe one coherent electron with a constant mass. Neither uses a semiclassical approximation for the passage over or under the barrier.

The first works at fixed energy and defines transmission as a ratio of currents. It needs the far forms of the wave and the constancy of the current. This is the quantity that enters the conductance formula directly. The method also yields the phases of the transmitted and reflected waves. For another barrier shape the integral solution is lost, but the definition stays, and the wave equation can be integrated numerically.

The second defines transmission as the probability of ending on the right. It needs conservation of probability but no far waves and no gamma function. Its link to the conductance is the limit in which g is narrow, so that the packet has nearly one energy. It rests more heavily on the quadratic form, because only then do u and w obey linear equations of motion.

### Temperature and bias

Write a = ħω_x/2π. The slope of the step is

dT/dE = 1/(4a cosh²[(E − E_n)/2a]).

At temperature Θ, the conductance is an average of T over −∂f/∂E, where f is the Fermi function. This weight has the same bell shape, with kΘ in place of a. Averaging a step in this way convolves its slope with the weight, and variances add under convolution. For a bell of scale one, expanding 1/cosh² in powers of e^{−x} gives the variance

∫ x²/(4cosh²(x/2)) dx = 4(1 − 1/2² + 1/3² − …) = π²/3.

The rms width σ of the warm step therefore obeys

σ² = (π²/3)[(ħω_x/2π)² + (kΘ)²].

At zero temperature this is σ = ħω_x/√12.

At a finite voltage U, suppose that the barrier top keeps its place relative to the mean of the two Fermi levels. The current then measures the mean of T over a window of width eU. Far below the step, where T is exponential in energy, this mean exceeds the central value by the factor sinh(b)/b with b = eU/2a.

### A filament in hafnium dioxide

Rough values for the neck of a filament in a hafnium-dioxide memory cell are an effective mass of 0.4 electron masses and, in the closed state, a barrier top Φ = 0.5 eV above the Fermi level with thickness t_B = 1.8 nm at that level. The parabola has fallen by Φ at x = t_B/2, so ½mω_x²(t_B/2)² = Φ, and with ħ²/m = 0.1905 eV nm²

ħω_x = √(8Φħ²/m)/t_B = √(8 × 0.5 × 0.1905)/1.8 = 0.485 eV.

Let the lowest transverse density fall as exp(−ϱ²/b_⊥²), where ϱ is the distance from the axis and b_⊥ = 0.45 nm. For an oscillator,

ħω_⊥ = ħ²/(mb_⊥²) = 0.1905/0.2025 = 0.94 eV.

The ratio r is 1.94, so the first plateau is resolved. The first step has height G₀ = 77.5 μS, which is 1/(12.9 kΩ), and rises from 10 to 90 % over 0.699 × 0.485 = 0.34 eV. In the closed state,

T = exp(−2π × 0.5/0.485) = 1.5×10⁻³,

which corresponds to 8.4 MΩ.

The mode count was tested by a coupled-channel calculation. Its potential is still separable, so it checks the count and the effect of flattening, not physical mode mixing. It used a saddle that flattens at a depth of 8 eV, and transverse functions belonging to 0.75ω_⊥ instead of ω_⊥. At seven energies, from 0.25 eV below the first step to the middle of the third, G differed from the formula by at most 0.018 G₀. This difference comes from the flattening, which moves each step down by about 1.8 meV, worth 0.006 G₀ per mode at mid-step.

A real filament widens away from its waist. A second calculation, in which modes do mix, took a neck whose radius grows by a factor of 1.9, with the curvature of the lowest mode's barrier top held at the saddle's value. At the middle of the first step it gives 0.58 G₀ instead of 0.50 G₀, and midway to the second step 1.01 G₀ instead of 1.00 G₀. Most of the upward shift at mid-step comes from the shape of the lowest mode's barrier, described next, which alone gives 0.57 G₀.

In the closed state the relative difference is much larger: the widening neck conducts 8.1 times less than the saddle. Its lowest mode has a barrier that falls by 0.68 tanh²(x/L) eV, with L = 1.05 nm. Since tanh²(x/L) is less than (x/L)², this barrier is thicker than the parabola below the top. At 0.5 eV below the top it is 2.7 nm thick instead of 1.8 nm. This barrier alone, without mode mixing, lowers T by a factor of 6.0. The remaining factor of about 1.4 arises because the transverse functions change along the neck. This change adds kinetic energy to the lowest mode and also couples it to other modes. For this neck, the saddle formula thus gives the closed-state resistance only to an order of magnitude. The error depends strongly on the shape. At the same curvature of the top, the lowest mode's barrier alone lowers T by a factor of about 3 for a growth factor of 3, and by about 50 for a growth factor of 1.5, where the Fermi level lies just above the bottom of the mode in the wide part.

In the closed state of the widening neck, the transmission also varies more steeply with energy than in the saddle, so temperature and voltage raise the conductance more strongly there: by about 2.5 at 358 K and by about 1.26 at a read voltage of 0.1 V. For the saddle with these numbers, four further effects are modest:

- At 358 K, kΘ = 0.031 eV. The rms width of the step grows from 0.140 to 0.151 eV, and the closed-state conductance rises by a factor of 1.32.
- A read voltage of 0.1 V raises the closed-state conductance by a factor of 1.07.
- A series resistance of 1 kΩ lowers the first plateau to 12.9/13.9 = 0.93 G₀.
- With the Fermi level at the middle of the first step, oxide walls that end 2 eV above it lower the second subband by about 12 meV, which is little compared with 0.94 eV. The third group lies close to the top of these walls; it is lowered by about 70 to 110 meV and no longer opens at one energy.

In a memory cell, the contacts hold the Fermi level, and the barrier moves when atoms move. The energy scale of the step is then a scale of barrier positions, and the curvature, held fixed here, would change as well. The smooth potential is a doubtful assumption for such a filament: a waist about 0.9 nm across spans only a few atoms. Disorder on that scale can shift, split or scatter the modes, and its effect has not been calculated here. Electron interaction and trapped charge are also left out. The effective mass is uncertain too, and a single constant mass is itself a crude description for confinement energies near 1 eV and for states 2 eV below the oxide band edge. With Φ and t_B fixed, the tunnelling exponent of 6.5 grows as √m, so a mass 20 % larger lowers the closed-state conductance by a factor of about 1.9. The height of the plateau near G₀ is much less sensitive, because it does not contain the mass as long as the modes remain well separated. The positions of the steps do depend on the mass: for a fixed waist radius b_⊥, ħω_⊥ falls as 1/m. The numerical output lists the conductances at the other energies.

Calculated quantities

```
effective mass (input): 0.40 m_e
closed-state barrier height (input): 0.50 eV
barrier thickness at Fermi level (input): 1.80 nm
waist radius b (input): 0.45 nm
hbar^2/m: 0.1905 eV nm^2
longitudinal curvature energy hbar wx: 0.4850 eV
transverse energy hbar wp: 0.9407 eV
ratio wp/wx: 1.940
conductance quantum 2e^2/h: 77.481 uS
its inverse: 12.906 kohm
10-90 % rise / (hbar wx), formula: 0.6994
10-90 % rise / (hbar wx), wave equation: 0.6994
10-90 % rise of first step: 0.3392 eV
rms width of first step at 0 K: 0.1400 eV
largest error of T against wave equation: 4.9e-06
largest error of G, coupled modes: 0.0177 (2e^2/h)
closed-state transmission, saddle: 1.534e-03
closed-state resistance, saddle: 8.41 Mohm
E - E_0 (eV) | G saddle | G widening neck, both in 2e^2/h
  -0.5000 | 0.00153 | 0.00019
  -0.2500 | 0.03772 | 0.03131
   0.0000 | 0.50001 | 0.57608
   0.2500 | 0.96254 | 0.96780
   0.4704 | 1.00225 | 1.01496
   0.9407 | 2.00001 | 2.11591
   1.2230 | 2.95025 | 2.89285
filament radius growth away from waist (input): 1.90
length L of the widening neck: 1.050 nm
lowest-subband drop in the widening neck: 0.6801 eV
closed state, lowest subband of neck alone: 2.558e-04
closed state, saddle / widening neck: 8.13
temperature (input): 358 K, kT = 0.0309 eV
rms width of first step at this temperature: 0.1508 eV
closed-state gain from temperature: factor 1.317
read bias (input): 0.10 V
closed-state gain from bias: factor 1.071
series resistance (input): 1.00 kohm
first plateau with it: 0.928 (2e^2/h)
oxide band edge above Fermi level (input): 2.00 eV
finite-wall shift, first subband: -1.19 meV
finite-wall shift, second subband: -11.51 meV
```
